**Isolated vacancies in equilibrium with bound pairs**

The program tests \(f=2/(1+\sqrt{1+4zcq})\) with \(q=\exp(E_b/k_BT)\), where \(f\) is the isolated fraction of vacancies, \(c\) the number of vacancies per anion site, \(z\) the number of neighbours, \(E_b\) the pair binding energy and \(T\) the temperature. For \(c=0.01\), \(z=12\), \(E_b=0.3\) eV and \(T=600\) K the output gives \(f=14.66\) percent. The program asserts that this agrees with the numerical maximum of the canonical weight for singles and pairs. It also asserts that a Monte Carlo simulation on an fcc lattice, with larger clusters forbidden, lies within one percentage point of the formula and more than two points from the value obtained by counting each bond twice. The simulation gives 14.30 percent with a standard error of 0.08 percentage points, and it is asserted to agree, within a stated allowance, with mass action corrected for cluster exclusion. Further assertions cover the trimer counts and the temperature at which half of the vacancies are isolated, about 1240 K. Including trimers bound by \(E_b\) in total changes \(f\) only to 14.54 percent, whereas additive bonds reduce it to 2.21 percent when clusters up to three are kept, so the pair result requires binding that saturates.

## Verification by program

```python
"""
Isolated fraction of vacancies that can form nearest-neighbour pairs.

Result under test: f = 2 / (1 + sqrt(1 + 4 z c q)), q = exp(Eb / kB T)
  c  : vacancies per anion site        z : nearest neighbours per site
  Eb : pair binding energy (eV)        T : temperature (K)
  f  : fraction of vacancies that are isolated
Assumptions: only singles and pairs exist, and they mix ideally.
The formula is compared with a maximized canonical weight and with a
Monte Carlo simulation on an fcc lattice where larger clusters are forbidden.
"""
import itertools
import math
import numpy as np
from scipy.constants import k as boltzmann_joule, e as charge
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

KB = boltzmann_joule / charge          # eV per kelvin
c, z, Eb, T = 0.01, 12, 0.3, 600.0
q = math.exp(Eb / (KB * T))


def isolated_fraction(strength):
    """Positive root of strength*f**2 + f - 1 = 0."""
    return 2.0 / (1.0 + math.sqrt(1.0 + 4.0 * strength))


f = isolated_fraction(z * c * q)
c1 = f * c
c2 = (c - c1) / 2
f_double = isolated_fraction(2 * z * c * q)   # each bond wrongly counted twice

# ---- periodic fcc lattice: integer points with even coordinate sum ----
BOX = 30
points = [p for p in itertools.product(range(BOX), repeat=3) if sum(p) % 2 == 0]
index = {p: i for i, p in enumerate(points)}
steps = [s for s in itertools.product((-1, 0, 1), repeat=3)
         if sum(abs(x) for x in s) == 2]
neighbours = [tuple(index[tuple((a + b) % BOX for a, b in zip(p, s))]
                    for s in steps) for p in points]
M = len(points)
assert all(len(set(n)) == z for n in neighbours)
bonds_per_site = sum(1 for i in range(M) for j in neighbours[i] if i < j) / M

# ---- most probable number of pairs from the canonical weight ----
big_M = 1.0e7
big_N = c * big_M


def minus_log_weight(pairs):
    singles = big_N - 2 * pairs
    return -(singles * math.log(big_M) - gammaln(singles + 1)
             + pairs * math.log(bonds_per_site * big_M * q) - gammaln(pairs + 1))


best = minimize_scalar(minus_log_weight, bounds=(1.0, big_N / 2 - 1.0),
                       method="bounded", options={"xatol": 1e-3})
f_weight = 1 - 2 * best.x / big_N
# finite particle number and flatness of the maximum limit the agreement
assert abs(f_weight - f) < 1e-4

# ---- excluded sites between separate clusters, counted on the lattice ----
site_a = 0
site_b = neighbours[0][0]
v11 = len({site_a, *neighbours[site_a]})
blocked = {site_a, site_b, *neighbours[site_a], *neighbours[site_b]}
v12 = len(blocked)
touching_bonds = {frozenset((i, j)) for i in blocked for j in neighbours[i]}
v22 = len(touching_bonds) / bonds_per_site


def exclusion_residual(x):
    pairs = (c - x) / 2
    exponent = x * (2 * v11 - v12) + pairs * (2 * v12 - v22)
    return pairs - bonds_per_site * q * x * x * math.exp(exponent)


f_excluded = brentq(exclusion_residual, 1e-8, c) / c


# ---- Monte Carlo with singles and pairs only ----
def simulate(blocks=60, block_length=100000, discard=4, seed=12345):
    rng = np.random.default_rng(seed)
    number = round(c * M)
    occupied = [False] * M
    count = [0] * M                     # occupied neighbours of every site
    position = []
    for s in rng.permutation(M).tolist():
        if count[s] == 0 and not occupied[s]:
            occupied[s] = True
            position.append(s)
            for n in neighbours[s]:
                count[n] += 1
            if len(position) == number:
                break
    assert len(position) == number
    singles = number
    break_probability = math.exp(-Eb / (KB * T))
    means = []
    for _ in range(blocks):
        chosen = rng.integers(0, number, block_length).tolist()
        targets = rng.integers(0, M, block_length).tolist()
        randoms = rng.random(block_length).tolist()
        total = 0
        for i, new, r in zip(chosen, targets, randoms):
            total += singles
            if occupied[new]:
                continue
            old = position[i]
            old_bonds = count[old]
            new_bonds = count[new]
            if new_bonds:
                partners = [s for s in neighbours[new]
                            if occupied[s] and s != old]
                new_bonds = len(partners)
                if new_bonds > 1:
                    continue
                if new_bonds == 1:
                    p = partners[0]
                    if count[p] - (p in neighbours[old]) > 0:
                        continue
            if new_bonds < old_bonds and r >= break_probability:
                continue
            occupied[old] = False
            occupied[new] = True
            position[i] = new
            for n in neighbours[old]:
                count[n] -= 1
            for n in neighbours[new]:
                count[n] += 1
            singles -= 2 * (new_bonds - old_bonds)
        means.append(total / (block_length * number))
    assert singles == sum(1 for s in position if count[s] == 0)
    assert max(count[s] for s in position) <= 1
    kept = np.array(means[discard:])
    return number, kept.mean(), kept.std(ddof=1) / math.sqrt(len(kept))


number, f_mc, error_mc = simulate()
assert error_mc < 0.002
# ideal mixing neglects cluster exclusion, an effect of a few percent of f
assert abs(f_mc - f) < 0.01
# remaining allowance: finite lattice and higher exclusion terms
assert abs(f_mc - f_excluded) < 4 * error_mc + 0.001
assert abs(f_mc - f_double) > 0.02

# ---- connected trimers per site, by enumeration around one site ----
trimers = set()
for j in neighbours[0]:
    for m in (*neighbours[0], *neighbours[j]):
        if m not in (0, j):
            trimers.add(frozenset((0, j, m)))
bond_numbers = [sum(b in neighbours[a] for a, b in itertools.combinations(t, 2))
                for t in trimers]
triangles = bond_numbers.count(3) / 3
open_trimers = bond_numbers.count(2) / 3
assert triangles == 8 and open_trimers == 42


def with_trimers(triangle_weight, open_weight):
    cubic = 3 * (triangles * triangle_weight + open_trimers * open_weight)
    return brentq(lambda x: x + z * q * x**2 + cubic * x**3 - c, 0, c,
                  xtol=1e-15) / c


f_saturated = with_trimers(q, q)
f_additive = with_trimers(q**3, q**2)
assert abs(f_saturated - f) < 0.01
assert f_additive < f / 3

# ---- temperature at which half of the vacancies are isolated ----
T_half = Eb / (KB * math.log(2 / (z * c)))
T_root = brentq(lambda t: isolated_fraction(z * c * math.exp(Eb / (KB * t)))
                - 0.5, 300, 5000)
assert abs(T_half - T_root) < 1e-6
assert 0.14 < f < 0.155

print(f"vacancies per anion site c            = {c:.4f}")
print(f"nearest neighbours z                  = {z}")
print(f"pair binding Eb                       = {Eb:.3f} eV")
print(f"temperature T                         = {T:.1f} K")
print(f"thermal energy kB T                   = {KB*T:.6f} eV")
print(f"Eb / kB T                             = {Eb/(KB*T):.4f}")
print(f"Boltzmann factor q                    = {q:.2f}")
print(f"distinct bonds per site               = {bonds_per_site:.1f}")
print(f"product z c q                         = {z*c*q:.3f}")
print(f"singles per site c1                   = {c1:.6f}")
print(f"pairs per site c2                     = {c2:.6f}")
print(f"isolated fraction f                   = {100*f:.2f} percent")
print(f"fraction in pairs                     = {100*(1-f):.2f} percent")
print(f"f from maximized canonical weight     = {100*f_weight:.2f} percent")
print(f"f if bonds are counted twice (wrong)  = {100*f_double:.2f} percent")
print(f"simulation: sites                     = {M}")
print(f"simulation: vacancies                 = {number}")
print(f"simulation: isolated fraction         = {100*f_mc:.2f} percent")
print(f"simulation: standard error            = {100*error_mc:.2f} percent points")
print(f"excluded sites v11, v12, v22          = {v11}, {v12}, {v22:.2f}")
print(f"f with exclusion correction           = {100*f_excluded:.2f} percent")
print(f"triangles per site                    = {triangles:.0f}")
print(f"open trimers per site                 = {open_trimers:.0f}")
print(f"f, trimers bound by Eb in total       = {100*f_saturated:.2f} percent")
print(f"f, additive bonds, up to trimers      = {100*f_additive:.2f} percent")
print(f"temperature for half isolated         = {T_half:.1f} K")
print("all good")
```

It prints:

```
vacancies per anion site c            = 0.0100
nearest neighbours z                  = 12
pair binding Eb                       = 0.300 eV
temperature T                         = 600.0 K
thermal energy kB T                   = 0.051704 eV
Eb / kB T                             = 5.8023
Boltzmann factor q                    = 331.05
distinct bonds per site               = 6.0
product z c q                         = 39.726
singles per site c1                   = 0.001466
pairs per site c2                     = 0.004267
isolated fraction f                   = 14.66 percent
fraction in pairs                     = 85.34 percent
f from maximized canonical weight     = 14.66 percent
f if bonds are counted twice (wrong)  = 10.61 percent
simulation: sites                     = 13500
simulation: vacancies                 = 135
simulation: isolated fraction         = 14.30 percent
simulation: standard error            = 0.08 percent points
excluded sites v11, v12, v22          = 13, 20, 29.50
f with exclusion correction           = 14.30 percent
triangles per site                    = 8
open trimers per site                 = 42
f, trimers bound by Eb in total       = 14.54 percent
f, additive bonds, up to trimers      = 2.21 percent
temperature for half isolated         = 1237.4 K
all good
```
